# The first thickness correction to Stoney curvature at fixed mismatch strain

**Q.** I have a film whose thickness is five per cent of its substrate's, and I want to use Stoney's formula. It is a thin-film formula, so I expect an error of about five per cent. Is that right?

**A.** That depends on which quantity you hold fixed, so I start with definitions. The film has thickness $h_f$ and the substrate $h_s$. Both are linearly elastic and isotropic in the plane, with Young's modulus $E$ and Poisson's ratio $\nu$ in each layer. If the two in-plane stresses equal $\sigma$ and the normal stress is zero, Hooke's law gives the in-plane elastic strain $(\sigma-\nu\sigma)/E$. Hence stress is $M$ times strain, with the biaxial modulus

$$M=\frac{E}{1-\nu}.$$

The layers have moduli $M_f$ and $M_s$, and I write $h=h_f/h_s$ and $m=M_f/M_s$.

The mismatch strain $\epsilon_m$ is the elastic strain the film would carry if the substrate were rigid and flat, positive in tension. For a bilayer that is stress-free when hot and then cools by $\Delta T$, it is $\epsilon_m=(\alpha_f-\alpha_s)\Delta T$, where $\alpha$ is the thermal expansion coefficient: the film wants to shrink more than the substrate lets it. I hold $\epsilon_m$ fixed. The Stoney curvature is then

$$\kappa_{St}=\frac{6M_f\epsilon_m h_f}{M_s h_s^2}.$$

**Q.** To correct it you will assume that strain varies linearly through the thickness. Why should that hold across an interface between different materials?

**A.** Because a displacement field with that property solves the three-dimensional problem. Measure $z$ from the substrate mid-plane towards the film, and displacements from the substrate's own stress-free state. Try

$$u_r=(e_0-\kappa z)\,r,\qquad u_z=\tfrac12\kappa r^2+g(z).$$

For $\kappa>0$ the plate rises towards its rim, so the film side is concave. The in-plane strains are $\partial u_r/\partial r=u_r/r=e_0-\kappa z$. The shear strain is $\tfrac12(\partial u_r/\partial z+\partial u_z/\partial r)=\tfrac12(-\kappa r+\kappa r)=0$. The free function $g$ is continuous, and its slope in each layer is chosen to make $\sigma_{zz}=0$. The in-plane stress depends on $z$ alone and is equal in all in-plane directions, so equilibrium holds at every point. No traction acts on any plane of constant $z$, so the interface and both faces are in order.

The rim is different. There the field leaves stresses with zero resultant force and moment, but not zero at each height. By Saint-Venant's principle, removing them disturbs a zone whose width is of the order of the total thickness. The result is for the interior of the plate, away from that zone, for a plate much wider than it is thick, and for small deflection. If the two Poisson ratios differ, the rim also leaves a small shift of the interior curvature that falls as the inverse of the plate radius.

**Q.** What fixes $e_0$ and $\kappa$?

**A.** The elastic strain is $\epsilon=e_0-\kappa z$ in the substrate and $\epsilon=e_0-\kappa z+\epsilon_m$ in the film. The energy density is $\tfrac12(\sigma\epsilon+\sigma\epsilon)=M\epsilon^2$, so the energy per area is $U=\int M\epsilon^2\,dz$. At its minimum

$$\frac{\partial U}{\partial e_0}=2\int M\epsilon\,dz=0,\qquad \frac{\partial U}{\partial\kappa}=-2\int M\epsilon\,z\,dz=0.$$

These say that the net force and the net moment vanish.

Take the moment first. In the substrate the $e_0$ term is odd in $z$ after multiplication by $z$ and drops out, leaving $-M_s\kappa h_s^3/12$. In the film put $z=\tfrac12(h_s+h_f)+y$, with $y$ measured from the film's mid-plane. The strain is $\bar\epsilon-\kappa y$, where $\bar\epsilon$ is the film's mean elastic strain. Terms odd in $y$ integrate to zero, and the film contributes $\tfrac12F(h_s+h_f)-M_f\kappa h_f^3/12$, where $F=M_fh_f\bar\epsilon$ is the film force per length. Setting the sum to zero gives

$$\kappa=\frac{6F(h_s+h_f)}{M_sh_s^3+M_fh_f^3}
=\frac{6F}{M_sh_s^2}\,\frac{1+h}{1+mh^3}.$$

**Q.** Then I was right. The correction is $1+h$ to first order, and the moduli do not matter.

**A.** You are right if $F$ is known, that is, if the actual mean film stress $\bar\sigma=F/h_f$ is what you put into Stoney's formula. At fixed mismatch strain, $F$ is not $M_f\epsilon_mh_f$, because the substrate yields to the film and relieves part of its strain.

The force balance supplies the loss. The substrate carries the force $M_sh_se_0$, so $e_0=-F/(M_sh_s)$. The mean film strain is its value at the film's mid-plane:

$$F=M_fh_f\left[\epsilon_m+e_0-\tfrac12\kappa h_s(1+h)\right].$$

Call the unrelaxed force $F_0=M_fh_f\epsilon_m$. The second term is $M_fh_fe_0=-mhF$. In the third I insert the curvature just found:

$$\frac{M_fh_fh_s(1+h)}{2}\cdot\frac{6F(1+h)}{M_sh_s^2(1+mh^3)}
=\frac{3mh(1+h)^2}{1+mh^3}\,F.$$

Moving both terms to the left,

$$F_0=F\left[1+mh+\frac{3mh(1+h)^2}{1+mh^3}\right].$$

Since $\kappa_{St}=6F_0/(M_sh_s^2)$, the ratio wanted is $(F/F_0)(1+h)/(1+mh^3)$, or

$$\frac{\kappa}{\kappa_{St}}=\frac{1+h}{(1+mh)(1+mh^3)+3mh(1+h)^2}.$$

The first product in the denominator is $1+mh+mh^3+m^2h^4$, and the second is $3mh+6mh^2+3mh^3$. Together,

$$\frac{\kappa}{\kappa_{St}}=\frac{1+h}{1+4mh+6mh^2+4mh^3+m^2h^4}.$$

**Q.** Before you expand that, show me that it behaves sensibly somewhere I can judge.

**A.** Let the film become the thick layer, with $h\gg1$ and $mh\gg1$. The numerator tends to $h$ and the denominator to $m^2h^4$. With $\kappa_{St}=6mh\epsilon_m/h_s$ this gives

$$\kappa\to\frac{6mh\epsilon_m}{h_s}\cdot\frac{1}{m^2h^3}=\frac{6M_s\epsilon_mh_s}{M_fh_f^2},$$

which is Stoney's formula with the layers exchanged, as it must be. In the opposite limit of a very compliant film, $m\to0$ at fixed $h$, the ratio tends to $1+h$: nothing relaxes, and your first guess holds.

**Q.** Now the thin film.

**A.** Let $h$ and $mh$ both be small; for a very stiff film the second condition is the stricter one. Write the denominator as $1+x$ with $x=4mh+6mh^2+O(h^3)$. Then

$$\frac1{1+x}=1-x+x^2-\dots=1-4mh+(16m^2-6m)h^2+O(h^3).$$

Multiplication by $1+h$ adds $h$ at first order and $-4mh^2$ at second order:

$$\frac{\kappa}{\kappa_{St}}=1+(1-4m)h+(16m^2-10m)h^2+O(h^3).$$

The first correction vanishes when $m=1/4$, that is, when the film's biaxial modulus is one quarter of the substrate's.

**Q.** A quarter looks like an accident of algebra. Where does the 4 come from?

**A.** From two ways in which the film relaxes. To leading order the film force is $F_0$, so the substrate contracts by

$$-e_0\simeq\frac{M_fh_f\epsilon_m}{M_sh_s}=mh\,\epsilon_m.$$

It also bends, which shortens its film-side surface by a further

$$\tfrac12\kappa h_s\simeq\tfrac12\kappa_{St}h_s=3mh\,\epsilon_m.$$

The film follows both, and its force falls by the fraction $4mh$. Against this stands the lever arm. The film force acts at the film's mid-plane, a distance $\tfrac12(h_s+h_f)$ from the substrate's mid-plane instead of $\tfrac12h_s$, so the moment gains the fraction $h$. The film's own bending stiffness enters only through $mh^3$. At $m=1/4$ the force lost and the leverage gained cancel to first order.

**Q.** So for that modulus ratio Stoney's formula is exact?

**A.** No. At $m=1/4$ the numerator minus the denominator is

$$(1+h)-\left(1+h+\tfrac32h^2+h^3+\tfrac1{16}h^4\right)=-\left(\tfrac32h^2+h^3+\tfrac1{16}h^4\right),$$

which is negative for every $h>0$. The true curvature lies below Stoney's, by the fraction $\tfrac32h^2$ of the Stoney value at leading order.

For general $m$ the two curvatures agree at nonzero thickness when

$$1-4m=6mh+4mh^2+m^2h^3.$$

The right side grows steadily from zero. For $m>1/4$ there is no solution, and Stoney's formula overestimates at all thicknesses. For $0<m<1/4$ there is one: the formula underestimates for thin films and overestimates beyond that thickness. The value $m=1/4$ is where this crossing reaches $h=0$.

**Q.** Put numbers to it.

**A.** Take a copper film with (001) texture, meaning that a cube face of each crystal lies parallel to the surface, on a stiff ceramic plate. Rough moduli are $M_f=120$ GPa and $M_s=480$ GPa, so $m=0.25$. The thicknesses are 10 µm and 200 µm, so $h=0.05$. An expansion difference of roughly 10 ppm/K and cooling by 50 K give $\epsilon_m=5\times10^{-4}$. Then

$$\kappa_{St}=\frac{6mh\epsilon_m}{h_s}=\frac{6(0.25)(0.05)(5\times10^{-4})}{2\times10^{-4}\ \text{m}}=0.1875\ \text{m}^{-1}.$$

The full ratio is

$$\frac{1.05}{1+0.05+0.00375+0.000125+\dots}=0.9963,$$

so $\kappa=0.1868\ \text{m}^{-1}$, a radius of curvature of 5.35 m. On a plate of radius $R=10$ mm the bow $\tfrac12\kappa R^2$ is 9.3 µm. The correction is $-0.37$ % of the Stoney value; the second-order term alone gives $-0.375$ %.

At the same $h$, other modulus ratios behave differently:

| $m$ | $1+(1-4m)h$ | full ratio |
|---|---|---|
| 0.05 | 1.040 | 1.039 |
| 0.25 | 1.000 | 0.996 |
| 1.00 | 0.850 | 0.864 |

Stoney's curvature is wrong by 1 % of itself at $h=0.083$ for $m=1/4$, but already at $h=0.0034$ for $m=1$.

**Q.** In practice I measure the curvature and want the stress. With an error of 0.4 %, I can read the film stress straight from Stoney's formula.

**A.** You would read the wrong stress. Inverting the formula gives

$$\sigma_{St}=\frac{\kappa M_sh_s^2}{6h_f}=M_f\epsilon_m\,\frac{\kappa}{\kappa_{St}}.$$

Here that is $60.0\times0.9963=59.8$ MPa, close to the mismatch stress $M_f\epsilon_m=60.0$ MPa. The stress actually present follows from the moment balance:

$$\bar\sigma=\sigma_{St}\,\frac{1+mh^3}{1+h}\simeq\frac{59.78}{1.05}\ \text{MPa}=56.9\ \text{MPa}.$$

The Stoney reading is too high by 5 % of the actual mean stress. That is the factor $1+h$, so your five per cent was the right size for this purpose. As long as $mh^2\ll1$, the factor is needed whatever the value of $m$, and the choice $m=1/4$ does not remove it. The film has also relaxed by 5.1 % of its mismatch stress, near the leading estimate $4mh=5$ %, but this equals $h$ only because $m=1/4$.

**Q.** How much of this survives in a real copper film?

**A.** The texture matters most. Copper is elastically anisotropic, and deposited copper films often have a strong (111) texture, so the (001) film here is a special choice. With rough elastic constants $C_{11}=170$, $C_{12}=120$ and $C_{44}=75$ GPa, the biaxial modulus is about 120 GPa for a (001) film and about 260 GPa for a (111) film. The (001) value is sensitive to this rounding: the constants 168.4, 121.4 and 75.4 GPa give 115 GPa, so $m=0.239$ and a correction of $-0.15$ % instead of $-0.37$ %. Both orientations answer an equal in-plane strain with an equal in-plane stress, so the formula applies with these values of $M_f$. At the same strain and thicknesses, the (111) film has $m=0.54$ and a curvature of $0.382\ \text{m}^{-1}$, about twice the earlier one. The increase comes from $\kappa_{St}$, which is proportional to $M_f$ and grows by a factor of 2.2. The correction to Stoney's formula, now $-6.0$ %, takes back a little of it, and the cancellation is gone. These are elastic values. The mean stress in the (111) film would be about 116 MPa, above the rough yield stress of 100 MPa used below for the (001) film. The yield stress itself depends on texture: under equal biaxial stress the largest Schmid factor is 0.27 for (111) against 0.41 for (001), so at the same critical shear stress the (111) film would yield only near 150 MPa. A (111) film whose yield stress lies below 116 MPa would yield before the cooling ends and curve less.

Temperature is next. Copper's modulus falls by a few hundredths of a per cent per kelvin; with an assumed 0.04 % it loses 2 % over the 50 K. For a linear thermoelastic bilayer the moduli at the final temperature are the ones to use. Taking the copper modulus from the hot end instead shifts the computed curvature by $-1.9$ %, five times the thickness correction itself. An error of about 0.4 % in either modulus, in the film thickness or in the mismatch strain, or of 0.2 % in the substrate thickness, also shifts the curvature by as much as the thickness correction. For this (001) film the plain Stoney curvature is therefore good enough unless all these inputs are known more closely than that.

Yielding would break the assumption of a fixed elastic mismatch. In the (001) film the stress falls with height, because the strain contains $-\kappa z$, so away from the rim its peak is at the interface: 57 MPa, or 0.57 of a rough yield stress of 100 MPa. Near the rim the interface also carries shear and normal stress, and yielding can begin there first. Yield stress in copper films depends on grain size and thickness, so that margin is no guarantee, and cooling by about 90 K instead of 50 K would use it up.

**Q.** And the small-deflection assumption? A plate cannot become part of a sphere without stretching.

**A.** It cannot, and the stretching resists the curvature. To estimate this, keep the spherical shape and treat the substrate alone as a disc with a free rim. Let $s=r^2/R^2$, and let $N_r$ and $N_\theta$ be the membrane forces per length. Radial equilibrium, $N_\theta=d(rN_r)/dr$, and a free rim are satisfied by

$$N_r=A(1-s),\qquad N_\theta=A(1-3s).$$

The strains are $\epsilon_r=u'+\tfrac12\kappa^2r^2$ and $\epsilon_\theta=u/r$, where $u$ is the radial displacement. Eliminating $u$ gives $\epsilon_r-d(r\epsilon_\theta)/dr=\tfrac12\kappa^2r^2$. With Hooke's law $E_sh_s\epsilon_r=N_r-\nu_sN_\theta$, and likewise for $\epsilon_\theta$, the terms in $\nu_s$ cancel. The left side becomes $A[(1-s)-(1-9s)]/(E_sh_s)=8As/(E_sh_s)$, so

$$A=\tfrac1{16}E_sh_s\kappa^2R^2.$$

The membrane energy is

$$\frac{\pi R^2}{2E_sh_s}\int_0^1\left(N_r^2+N_\theta^2-2\nu_sN_rN_\theta\right)ds.$$

The three integrals are $A^2/3$, $A^2$ and 0, so the energy is $\pi R^6E_sh_s\kappa^4/384$. The bending energy is $\pi R^2M_sh_s^3\kappa^2/12$. The ratio of their derivatives with respect to $\kappa$ is the fractional increase in resistance:

$$\frac{\pi R^6E_sh_s\kappa^3/96}{\pi R^2M_sh_s^3\kappa/6}=(1-\nu_s)\left(\frac{\kappa R^2}{4h_s}\right)^2.$$

With a rough $\nu_s=0.22$ this is 0.04 %, about a ninth of the thickness correction. It measures the loss of curvature averaged over the plate. A real plate does not stay spherical: it flattens most at its centre, where the loss is about twice as large, or a quarter of the thickness correction. The stiffening grows as $R^4$ at fixed curvature, so a plate of twice the radius would have a stiffening larger than the thickness correction. The edge zone is a small part of this plate, since $h_s/R=0.02$. For an isotropic film with Poisson ratio 0.41 on this substrate it lowers the interior curvature by about 0.04 %, as much as the average stiffening and about a tenth of the thickness correction.

The numerical output below lists most of the values used here, together with the film stresses at the interface and at the free surface.

## Numbers as computed

```
film modulus M_f = 120 GPa (rough)
substrate modulus M_s = 480 GPa (rough)
film thickness = 10 um
substrate thickness = 200 um
plate radius = 10 mm
expansion difference = 10 ppm/K (rough)
cooling = 50 K
mismatch strain = 5.00e-04
modulus ratio m = 0.250
thickness ratio h = 0.050
Stoney curvature = 0.18750 1/m
full bilayer curvature = 0.18681 1/m
full bilayer radius of curvature = 5.353 m
bow at plate centre = 9.34 um
curvature ratio full/Stoney = 0.99632
first-order term (1-4m)h = 0.000 %
second-order term = -0.375 %
full correction = -0.368 %
m where numeric first coefficient is zero = 0.25000
numeric second coefficient at m=1/4 = -1.5000
mismatch stress = 60.00 MPa
stress inferred by Stoney = 59.78 MPa
actual mean film stress = 56.93 MPa
film stress at interface = 57.05 MPa
film stress at free surface = 56.82 MPa
substrate mid-plane strain = -5.931e-06
bending strain kappa*h_s/2 = 1.868e-05
mean film relaxation = 5.11 %
m=0.05, h=0.05: first order 1.0400, full 1.0388
m=0.25, h=0.05: first order 1.0000, full 0.9963
m=1.00, h=0.05: first order 0.8500, full 0.8638
h for 1 % Stoney error, m=1/4: 0.0831
h for 1 % Stoney error, m=1: 0.00336
copper C11, C12, C44 = 170, 120, 75 GPa (rough)
copper (001) biaxial modulus = 120.6 GPa
copper (111) biaxial modulus = 259.9 GPa
(111) film: m = 0.541
(111) film: first-order term = -5.83 %
(111) film: full correction = -5.97 %
(111) film: full curvature = 0.3818 1/m
substrate Poisson ratio = 0.22 (rough)
geometric stiffening estimate = 0.043 %
copper modulus loss = 0.04 %/K (rough)
modulus loss over the cooling range = 2.0 %
curvature shift from it = -1.90 %
first-order term with it = 0.100 %
yield stress = 100 MPa (rough)
peak film stress / yield stress = 0.57
plate thickness / plate radius = 0.020
```
